**Apparent onset of activated solid-phase regrowth**

The program treats an interface with velocity $v=v_0e^{-E/kT}$, where $E$ is the activation energy, $v_0$ the prefactor, $k$ Boltzmann's constant and $T$ the temperature. Its apparent onset is $T_{\rm on}=E/[k\ln(v_0t/d)]$ for observation time $t$ and detection limit $d$. The program asserts that a master equation for attachment and detachment gives forward drift at 300, 673 and 823 K when the crystal has the lower free energy, and a retreat at 823 K when the sign is reversed. It also compares the onset, tangent and heating-ramp formulas with numerical roots, finite differences and quadrature. For the rough silicon parameters used, the onset falls from 792 K for 1 minute to 624 K for 30 days. At a fixed 673 K, regrowth is 0.054 nm in 30 minutes and 78 nm in 30 days. A random-nucleation simulation gives a covered fraction of 0.509 with standard error 0.0037, against 0.497 from the formula; this lies within the asserted five standard errors but is about three away. With the assumed nucleation parameters, the nucleated fraction at epitaxial completion is smaller at 673 K than at 873 K.

## Check in Python

```python
"""
Result under test: an amorphous layer regrowing with interface velocity
v = v0 exp(-E/kT) has no lower threshold. Its apparent onset is
T_on = E/[k ln(v0 t/d)], set by observation time t and detection limit d.
E: activation energy (eV); v0: velocity prefactor (nm/s); T: temperature (K);
g: free energy gained per atom on crystallizing (eV); h: layer thickness (nm).
Nucleation: rate I per volume and time, grain speed r*v, energy E_n.
Material parameters are rough typical values for clean (100) silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

k = const.k / const.e
E, v0, g = 2.7, 5e15, 0.10
h, d = 100.0, 2.0
minute, day = 60.0, 86400.0
year = 365.25 * day
T_hold, T_room, T_ref = 673.0, 300.0, 823.0


def velocity(T):
    return v0 * np.exp(-E / (k * T))


def onset(t, distance=d, factor=1.0):
    return E / (k * np.log(factor * v0 * t / distance))


# Atomic attachment and detachment as a master equation on a ladder.
def ladder(size, forward, backward):
    G = np.zeros((size, size))
    for n in range(size - 1):
        G[n + 1, n] += forward
        G[n, n] -= forward
        G[n, n + 1] += backward
        G[n + 1, n + 1] -= backward
    return G


def mean_steps(T, gain):
    # Time is scaled so that five attachments are expected.
    attach = np.exp(-E / (k * T))
    detach = np.exp(-(E + gain) / (k * T))
    duration = 5.0 / attach
    p = expm(ladder(101, attach * duration, detach * duration))[:, 50]
    return np.dot(np.arange(101) - 50, p)


for T in (T_room, T_hold, T_ref):
    drift = mean_steps(T, g)
    assert drift > 0
    assert abs(drift - 5 * (1 - np.exp(-g / (k * T)))) < 1e-7
assert mean_steps(T_ref, -g) < 0
p_eq = expm(300 * ladder(6, 1.0, np.exp(-g / (k * T_ref))))[:, 0]
assert np.allclose(p_eq[1:] / p_eq[:-1], np.exp(g / (k * T_ref)), rtol=1e-7)

# Apparent onset: numerical root of displacement against closed formula.
times = (minute, 30 * minute, 30 * day)
for t in times:
    root = brentq(lambda T: velocity(T) * t - d, 400, 1100, xtol=1e-9)
    assert abs(root - onset(t)) < 1e-5
T_on = onset(30 * minute)
step = 1e-4
slope = (onset(30 * minute * np.exp(step))
         - onset(30 * minute * np.exp(-step))) / (2 * step)
assert abs(slope + k * T_on**2 / E) < 1e-4
T_full = onset(30 * minute, h)

# False threshold from a straight tangent on a linear velocity plot.
dv = (velocity(T_full + 0.01) - velocity(T_full - 0.01)) / 0.02
T_intercept = T_full - velocity(T_full) / dv
assert abs(T_intercept - (T_full - k * T_full**2 / E)) < 1e-3
u = E / (k * T_full)
speed_ratio = velocity(T_intercept) / velocity(T_full)
assert abs(speed_ratio - np.exp(-u / (u - 1))) < 1e-4
assert speed_ratio > 1 / 3


# Regrowth during a steady heating ramp starting at room temperature.
def ramp_distance(T_end, beta):
    scaled = quad(lambda T: np.exp(E / k * (1 / T_end - 1 / T)),
                  T_room, T_end, epsabs=1e-10, epsrel=1e-10, limit=200)[0]
    return velocity(T_end) * scaled / beta


def ramp_formula(T, beta):
    return velocity(T) * k * T**2 / (E * beta) * (1 - 2 * k * T / E)


ramp_onsets = []
for beta in (0.1, 10.0):
    T = brentq(lambda T: ramp_distance(T, beta) - d, 500, 1100)
    # The first omitted relative term is about 6(kT/E)^2.
    assert abs(ramp_formula(T, beta) / d - 1) < 8 * (k * T / E)**2
    ramp_onsets.append(T)
assert ramp_onsets[1] > ramp_onsets[0]
warm_time = ramp_distance(T_hold, 1.0) / velocity(T_hold)


# Driving-force factor, normalized at the reference temperature.
def drive(T):
    return -np.expm1(-g / (k * T)) / -np.expm1(-g / (k * T_ref))


drive_change = drive(T_hold) - 1
driven_onsets = [brentq(lambda T: velocity(T) * drive(T) * t - d,
                        400, 1100, xtol=1e-9) for t in times]
T_short, T_long = driven_onsets[0], driven_onsets[2]
E_inferred = (k * np.log(times[2] / times[0])
              / (1 / T_long - 1 / T_short))
T_mid = 2 / (1 / T_short + 1 / T_long)
E_local = E - g / np.expm1(g / (k * T_mid))
# The small tolerance covers curvature between the two onsets.
assert abs(E_inferred - E_local) < 0.001

# Random nucleation and growth in a periodic box, with unit rate and speed.
rng = np.random.default_rng(41)
box, duration, covered = 4.0, 0.9, []
for trial in range(500):
    number = rng.poisson(box**3 * duration)
    seeds = rng.random((number, 3)) * box
    births = rng.random(number) * duration
    points = rng.random((150, 3)) * box
    gap = np.abs(points[:, None, :] - seeds[None, :, :])
    gap = np.minimum(gap, box - gap)
    inside = np.sum(gap**2, axis=2) < (duration - births)**2
    covered.append(np.mean(np.any(inside, axis=1)))
mc_fraction = np.mean(covered)
law_fraction = 1 - np.exp(-np.pi / 3 * duration**4)
# Tolerance is several sampling errors of the box average.
mc_error = np.std(covered, ddof=1) / np.sqrt(len(covered))
assert abs(mc_fraction - law_fraction) < 5 * mc_error
assert mc_error < 0.01

# Nucleation accumulated before epitaxy consumes the layer.
I_ref, T_nuc, E_n, r = 1e-14, 873.0, 5.3, 0.04


def nucleation_rate(T):
    return I_ref * np.exp(-E_n / k * (1 / T - 1 / T_nuc))


def extended_fraction(T):
    t_end = h / velocity(T)
    # The integration variable is birth time divided by completion time.
    volume = quad(lambda s: 4 * np.pi / 3
                  * (r * velocity(T) * t_end * (1 - s))**3, 0, 1)[0]
    return nucleation_rate(T) * t_end * volume


for T in (T_hold, T_nuc):
    formula = np.pi / 3 * nucleation_rate(T) * r**3 * h**4 / velocity(T)
    assert abs(extended_fraction(T) / formula - 1) < 1e-9
X_cold, X_hot = extended_fraction(T_hold), extended_fraction(T_nuc)
E_competition = k * np.log(X_hot / X_cold) / (1 / T_hold - 1 / T_nuc)
assert abs(E_competition - (E_n - E)) < 1e-7
assert X_cold < X_hot < 1e-3

# Tunnelling through a parabolic barrier, averaged over thermal energies.
barrier_frequency = 15e12


def tunnel_factor(T):
    x = const.h * barrier_frequency / (const.k * T)
    return (x / 2) / np.sin(x / 2)


for T in (T_room, T_hold):
    x = const.h * barrier_frequency / (const.k * T)
    average = quad(lambda y: np.exp(-y) / (1 + np.exp(-2 * np.pi * y / x)),
                   -60, 60, points=[0], limit=300)[0]
    assert abs(average / tunnel_factor(T) - 1) < 1e-6

# The same temperature looks inactive or active according to waiting time.
x_short = velocity(T_hold) * 30 * minute
x_long = velocity(T_hold) * 30 * day
assert x_short < d < x_long < h
atom_density = 50.0
atoms_room = velocity(T_room) * year * atom_density * 1e14
assert 0 < atoms_room < 1

print(f"Activation energy E: {E:.2f} eV")
print(f"Velocity prefactor v0: {v0:.1e} nm/s")
print(f"Layer thickness: {h:.0f} nm; detection limit: {d:.0f} nm")
print(f"Apparent onset, 1 min: {onset(times[0]):.1f} K")
print(f"Apparent onset, 30 min: {T_on:.1f} K = {T_on-273.15:.1f} C")
print(f"Apparent onset, 30 days: {onset(times[2]):.1f} K")
print(f"Local onset drop per tenfold time: {-slope*np.log(10):.1f} K")
print(f"Full regrowth in 30 min: {T_full:.1f} K")
print(f"Tangent intercept: {T_intercept:.1f} K")
print(f"Velocity at intercept / at full regrowth: {speed_ratio:.3f}")
print(f"Hold temperature: {T_hold:.0f} K = {T_hold-273.15:.1f} C")
print(f"E/kT at hold: {E/(k*T_hold):.2f}")
print(f"Velocity at hold: {velocity(T_hold):.3e} nm/s")
print(f"Regrowth at hold in 30 min: {x_short:.4f} nm")
print(f"Regrowth at hold in 30 days: {x_long:.1f} nm")
print(f"Time for 2 nm at hold: {d/velocity(T_hold)/3600:.1f} h")
print(f"Time for 100 nm at hold: {h/velocity(T_hold)/day:.1f} days")
print(f"Ramp onset at 0.1 K/s: {ramp_onsets[0]:.1f} K")
print(f"Ramp onset at 10 K/s: {ramp_onsets[1]:.1f} K")
print(f"Velocity at {T_room:.0f} K: {velocity(T_room):.2e} nm/s")
print(f"Time for 100 nm at 300 K: {h/velocity(T_room)/year:.1e} years")
print(f"Atomic density used: {atom_density:.0f} atoms/nm3")
print(f"Expected atoms at 300 K: {atoms_room:.1e} per cm2 per year")
print(f"Driving free energy g: {g:.2f} eV/atom")
print(f"Driving factor reference temperature: {T_ref:.0f} K")
print(f"Driving factor change at hold: {100*drive_change:.1f} %")
print(f"30 min onset shift from drive: {driven_onsets[1]-T_on:.2f} K")
print(f"Energy inferred from driven onsets: {E_inferred:.3f} eV")
print(f"Onset shift, 10x faster: {onset(times[1],factor=10)-T_on:.1f} K")
print(f"Onset shift, 25x slower: {onset(times[1],factor=1/25)-T_on:.1f} K")
print(f"Warm-up at 1 K/s, equivalent hold: {warm_time:.1f} s")
print(f"Barrier frequency: {barrier_frequency/1e12:.0f} THz")
print(f"Tunnelling factor at hold: {tunnel_factor(T_hold):.3f}")
print(f"Tunnelling factor at 300 K: {tunnel_factor(T_room):.3f}")
print(f"Nucleation rate at 873 K: {I_ref:.1e} per nm3 per s")
print(f"Nucleation energy: {E_n:.1f} eV; grain speed ratio: {r:.2f}")
print(f"Nucleated fraction at completion, 673 K: {X_cold:.1e}")
print(f"Nucleated fraction at completion, 873 K: {X_hot:.1e}")
print(f"Competition activation energy: {E_competition:.2f} eV")
print(f"Simulated nucleation fraction: {mc_fraction:.3f}")
print(f"Nucleation-law fraction: {law_fraction:.3f}")
print(f"Simulation standard error: {mc_error:.4f}")
print("all good")
```

Running it gives:

```
Activation energy E: 2.70 eV
Velocity prefactor v0: 5.0e+15 nm/s
Layer thickness: 100 nm; detection limit: 2 nm
Apparent onset, 1 min: 792.2 K
Apparent onset, 30 min: 729.5 K = 456.3 C
Apparent onset, 30 days: 623.9 K
Local onset drop per tenfold time: 39.1 K
Full regrowth in 30 min: 802.6 K
Tangent intercept: 782.0 K
Velocity at intercept / at full regrowth: 0.358
Hold temperature: 673 K = 399.9 C
E/kT at hold: 46.56
Velocity at hold: 3.020e-05 nm/s
Regrowth at hold in 30 min: 0.0544 nm
Regrowth at hold in 30 days: 78.3 nm
Time for 2 nm at hold: 18.4 h
Time for 100 nm at hold: 38.3 days
Ramp onset at 0.1 K/s: 770.7 K
Ramp onset at 10 K/s: 863.8 K
Velocity at 300 K: 2.19e-30 nm/s
Time for 100 nm at 300 K: 1.4e+24 years
Atomic density used: 50 atoms/nm3
Expected atoms at 300 K: 3.5e-07 per cm2 per year
Driving free energy g: 0.10 eV/atom
Driving factor reference temperature: 823 K
Driving factor change at hold: 8.7 %
30 min onset shift from drive: -0.89 K
Energy inferred from driven onsets: 2.676 eV
Onset shift, 10x faster: -37.1 K
Onset shift, 25x slower: 59.1 K
Warm-up at 1 K/s, equivalent hold: 13.9 s
Barrier frequency: 15 THz
Tunnelling factor at hold: 1.049
Tunnelling factor at 300 K: 1.287
Nucleation rate at 873 K: 1.0e-14 per nm3 per s
Nucleation energy: 5.3 eV; grain speed ratio: 0.04
Nucleated fraction at completion, 673 K: 1.8e-15
Nucleated fraction at completion, 873 K: 5.2e-11
Competition activation energy: 2.60 eV
Simulated nucleation fraction: 0.509
Nucleation-law fraction: 0.497
Simulation standard error: 0.0037
all good
```
